\section*{The Kohn-Sham Fukui Function: Frontier Density and Orbital Relaxation in Beryllium}

\section*{Setting}

A molecule or atom is held in a fixed external potential $v(\mathbf r)$ while its electron number $N$ is changed slightly. The Fukui functions record where the density changes:
\begin{equation}
f^{\pm}(\mathbf r)=\left(\frac{\partial\rho(\mathbf r)}{\partial N}\right)_{v}^{\pm}.
\label{eq:def}
\end{equation}
The sign tells from which side $N$ approaches an integer $N_0$: $f^+$ belongs to adding charge ($N>N_0$), $f^-$ to removing it ($N<N_0$). In both cases the derivative is taken with respect to increasing $N$.

Hartree atomic units and real orbitals are used. The system has a closed shell at $N_0$ and is described by a spin-restricted functional $E_{xc}[\rho]$, smooth along the path, with orbitals
\begin{equation}
\left[-\tfrac12\nabla^2+v_s(\mathbf r)\right]\phi_i=\varepsilon_i\phi_i,\qquad
v_s=v+v_H+v_{xc},
\label{eq:ks}
\end{equation}
where $v_H$ is the Hartree potential of $\rho$. Fractional $N$ is represented by occupations $0\le n_i\le2$,
\begin{equation}
\rho=\sum_i n_i\phi_i^2,\qquad \sum_i n_i=N,
\label{eq:rho}
\end{equation}
filled from the lowest level upward. The frontier level $F$ is the highest occupied level for $f^-$ and the lowest empty one for $f^+$. It is assumed to be bound, and a gap separates occupied from empty levels at $N_0$. If $F$ has $d$ degenerate members, they share the charge equally.

\section*{(a) Two sources of density change}

\textit{Differentiate the density in (\ref{eq:rho}) and separate the change of occupations from the change of orbitals.}

\textbf{Solution.} The product rule gives
\begin{equation}
\frac{\partial\rho}{\partial N}=\sum_i\frac{\partial n_i}{\partial N}\,\phi_i^2+\sum_i n_i\frac{\partial\phi_i^2}{\partial N}.
\end{equation}
For a nondegenerate frontier level, $n_F=N-N_0$ when charge is added and $n_F=2-(N_0-N)$ when it is removed. Both give $\partial n_F/\partial N=1$; the other occupations are constant. With degeneracy, each member has $\partial n/\partial N=1/d$. Defining the frontier density
\begin{equation}
g(\mathbf r)=\frac1d\sum_{k\in F}\phi_k^2(\mathbf r),
\end{equation}
which is $\phi_F^2$ for $d=1$, we obtain the Yang-Parr-Pucci expression
\begin{equation}
f^\pm=g+\Delta^\pm,\qquad
\Delta^\pm=\sum_i n_i\left(\frac{\partial\phi_i^2}{\partial N}\right)^{\pm}.
\label{eq:ypp}
\end{equation}
In the limit $N\to N_0$ the $n_i$ in $\Delta$ are those of the closed shell, 2 or 0. For $f^-$ the frontier orbital therefore contributes to $\Delta$ with weight 2. For $f^+$ its weight is 0: its own change of shape does not enter at this order.

\section*{(b) The integrals}

\textit{Find the integral over all space of each part.}

\textbf{Solution.} Each orbital stays normalized as $N$ varies. Since the orbitals are bound, differentiation and integration may be exchanged:
\begin{equation}
\int\frac{\partial\phi_i^2}{\partial N}\,d\mathbf r=\frac{\partial}{\partial N}\int\phi_i^2\,d\mathbf r=\frac{\partial}{\partial N}1=0 .
\end{equation}
Multiplying by $n_i$ and summing,
\begin{equation}
\int\Delta^\pm d\mathbf r=0,\qquad \int g\,d\mathbf r=1,\qquad \int f^\pm d\mathbf r=1 .
\end{equation}
Relaxation moves charge without creating any. A zero integral does not make $\Delta$ small, and since $\Delta$ must be negative somewhere unless it vanishes, nothing here guarantees $f\ge0$.

\section*{(c) How the orbitals change}

\textit{Express $\Delta$ through the change of the Kohn-Sham potential.}

\textbf{Solution.} Let a prime denote $\partial/\partial N$. Because $v$ is fixed, $v_s$ changes through the density alone, and the chain rule gives
\begin{equation}
v_s'(\mathbf r)=\int K(\mathbf r,\mathbf r')f(\mathbf r')\,d\mathbf r',\qquad
K(\mathbf r,\mathbf r')=\frac1{|\mathbf r-\mathbf r'|}+\frac{\delta v_{xc}(\mathbf r)}{\delta\rho(\mathbf r')} .
\label{eq:vprime}
\end{equation}
$K$ is a second functional derivative of the Hartree plus exchange-correlation energy, hence symmetric.

Write $h$ for the operator in (\ref{eq:ks}) and differentiate that equation:
\begin{equation}
(h-\varepsilon_i)\phi_i'+(v_s'-\varepsilon_i')\phi_i=0 .
\end{equation}
Multiply by $\phi_p$ with $p\neq i$ and integrate. As $h$ is Hermitian, it may act on $\phi_p$, and $\langle p|i\rangle=0$ removes $\varepsilon_i'$:
\begin{equation}
(\varepsilon_p-\varepsilon_i)\langle p|\phi_i'\rangle+\langle p|v_s'|i\rangle=0 .
\end{equation}
Normalization of a real orbital gives $\langle i|\phi_i'\rangle=0$. Therefore
\begin{equation}
\phi_i'=\sum_{p\ne i}\phi_p\frac{\langle p|v_s'|i\rangle}{\varepsilon_i-\varepsilon_p},
\label{eq:pt}
\end{equation}
the sum including the continuum. (Within a degenerate level one uses orbitals that diagonalize $v_s'$ and omits the mixing among them.)

Every occupied orbital has $n_i=2$, and $(\phi_i^2)'=2\phi_i\phi_i'$, which produces a factor 4:
\begin{equation}
\Delta=4\sum_{i}^{\rm occ}\sum_{p\ne i}\phi_p\phi_i\frac{\langle p|v_s'|i\rangle}{\varepsilon_i-\varepsilon_p}.
\end{equation}
If $p=j$ is also occupied, the term $(j,i)$ has the same numerator as $(i,j)$ and the opposite denominator, so the two cancel. Pairs of an occupied $i$ and an empty $a$ remain:
\begin{equation}
\Delta=4\sum_{ai}U_{ai}\,\phi_a\phi_i,\qquad U_{ai}=\frac{\langle a|v_s'|i\rangle}{\varepsilon_i-\varepsilon_a}.
\label{eq:delta}
\end{equation}
Equivalently $\Delta=\chi_s v_s'$, where $\chi_s$ acts by integration with the symmetric kernel
\begin{equation}
\chi_s(\mathbf r,\mathbf r')=4\sum_{ai}\frac{\phi_a(\mathbf r)\phi_i(\mathbf r)\phi_a(\mathbf r')\phi_i(\mathbf r')}{\varepsilon_i-\varepsilon_a}.
\end{equation}
The direction of the flow follows from
\begin{equation}
\int\Delta\,v_s'\,d\mathbf r=4\sum_{ai}\frac{\langle a|v_s'|i\rangle^2}{\varepsilon_i-\varepsilon_a}\le0 :
\label{eq:flow}
\end{equation}
on balance, charge moves to where $v_s'$ is lower.

\section*{(d) Closing the equations}

\textit{The potential change depends on $f$, which contains $\Delta$. Obtain a closed equation for the relaxation.}

\textbf{Solution.} Insert $v_s'=Kf=K(g+\Delta)$ into $\Delta=\chi_sv_s'$:
\begin{equation}
\Delta=\chi_sK(g+\Delta).
\end{equation}
Adding $g$ to both sides gives $f=g+\chi_sKf$, so that
\begin{equation}
f=(1-\chi_sK)^{-1}g,
\label{eq:dyson}
\end{equation}
provided $1-\chi_sK$ is invertible. The result fails if this operator becomes singular, which signals an instability of the self-consistent solution, or if the gap closes.

For computation, define $K_{ai,bj}=\iint\phi_a\phi_i\,K\,\phi_b\phi_j$ and $s_{ai}=\iint\phi_a\phi_i\,K\,g$. Equation (\ref{eq:delta}) then gives
\begin{equation}
(\varepsilon_i-\varepsilon_a)U_{ai}=\langle a|v_s'|i\rangle=s_{ai}+4\sum_{bj}K_{ai,bj}U_{bj},
\end{equation}
and, after collecting the unknowns on the left,
\begin{equation}
(\varepsilon_a-\varepsilon_i)U_{ai}+4\sum_{bj}K_{ai,bj}U_{bj}=-s_{ai}.
\label{eq:linear}
\end{equation}
This is a finite linear system in a finite basis. Omitting the sum over $bj$ gives a one-shot estimate, in which the orbitals respond to the frontier charge $g$ but not to the relaxation charge $\Delta$. The omitted sum includes $j=i$, the response of each orbital to its own relaxation, as well as the coupling between different orbitals.

\section*{(e) A second meaning of the same function}

\textit{Keep $N=N_0$ and add a weak potential $\lambda w(\mathbf r)$. What is the slope $d\varepsilon_F/d\lambda$ at $\lambda=0$?}

\textbf{Solution.} Let $u=dv_s/d\lambda$. It contains $w$ and the potential of the induced density $\chi_su$:
\begin{equation}
u=w+K\chi_su\quad\Rightarrow\quad u=(1-K\chi_s)^{-1}w .
\end{equation}
First-order perturbation theory gives $d\varepsilon_F/d\lambda=\int g\,u\,d\mathbf r$, the mean slope if the level is degenerate. Since $K$ and $\chi_s$ are symmetric, the transpose of $K\chi_s$ is $\chi_sK$. Moving the inverse operator onto $g$,
\begin{equation}
\frac{d\varepsilon_F}{d\lambda}=\int\left[(1-\chi_sK)^{-1}g\right]w\,d\mathbf r=\int f\,w\,d\mathbf r .
\label{eq:level}
\end{equation}
Thus $f=\delta\varepsilon_F/\delta v$ at fixed $N$. A constant $w=1$ shifts every level by $\lambda$, in agreement with $\int f=1$. The frontier density alone would describe the level shift with all orbitals frozen.

\section*{(f) Beryllium: removing charge}

\textit{Evaluate both parts of $f^-$ for the beryllium atom, $1s^22s^2$, in the non-relativistic local density approximation (LDA) with Slater exchange and VWN correlation.}

\textbf{Solution.} The computed levels are $\varepsilon_{1s}=-3.856$, $\varepsilon_{2s}=-0.206$ and $\varepsilon_{2p}=-0.077$ hartree. The frontier orbital for removal is $2s$. Its density is spherical, so $v_s'$ is spherical and couples the occupied $s$ orbitals to empty $s$ orbitals alone. Equation (\ref{eq:linear}) is solved in a large Gaussian basis. Radial values, multiplied by $4\pi r^2$, are:

\begin{center}
\begin{tabular}{rrrr}
$r$ (bohr) & $g$ (bohr$^{-1}$) & $\Delta^-$ (bohr$^{-1}$) & $f^-$ (bohr$^{-1}$)\\
\hline
0.2 & 0.065 & $-0.046$ & 0.019\\
1.0 & 0.109 & $-0.070$ & 0.039\\
2.0 & 0.399 & $-0.162$ & 0.237\\
3.0 & 0.277 & 0.017 & 0.294\\
4.0 & 0.124 & 0.093 & 0.217\\
6.0 & 0.015 & 0.038 & 0.053
\end{tabular}
\end{center}

The integral of $|\Delta^-|$ is $0.506$. Because $\Delta^-$ integrates to zero, its positive and negative parts each hold half of this, $0.253$ electron per electron added. The contributions to the mean radius add as
\begin{equation}
\int r f^-d\mathbf r=2.620+0.812=3.432\ \text{bohr}.
\end{equation}
With increasing $N$ the occupied orbitals expand; on removal of charge they contract. The Hartree part of $v_s'$ favours this. By Gauss's law its slope is $-Q(r)/r^2$, with $Q(r)$ the integral of $f$ inside radius $r$, so for positive $Q$ it falls outward, and (\ref{eq:flow}) sends charge toward lower $v_s'$. The Slater exchange kernel, proportional to $-\rho^{-2/3}$, adds a negative local term to $v_s'$ where $f>0$. The slope of that term need not have one sign, so the Hartree argument alone does not settle the direction; the computation shows a net expansion.

The one-shot estimate gives $\int|\Delta^-|=0.644$. Self-consistency reduces this by $(0.644-0.506)/0.644\approx21\%$. Taken orbital by orbital, the integrals of $|n_i(\phi_i^2)'|$ are $0.004$ for $1s$ and $0.505$ for $2s$, so nearly all the relaxation is in the valence orbital.

At the $2s$ node, $r=0.599$ bohr, $g$ vanishes and $f^-$ is pure relaxation. The $2s$ term $4\phi_{2s}\phi_{2s}'$ vanishes there too, so what remains comes from $1s$. The value is small and positive, $4\pi r^2f^-=0.0015$ bohr$^{-1}$. Around the node, between $0.547$ and $0.647$ bohr, $\Delta^-$ is positive; it next changes sign at $2.89$ bohr. The integral of the negative part of $f^-$ is zero to five decimals.

At large $r$ the relaxation overtakes the frontier density. The leading exponential of a bound orbital is $\phi_{2s}^2\sim e^{-2\kappa r}$ with $\kappa=\sqrt{-2\varepsilon_{2s}}$. Differentiating it and using $n_{2s}=2$ gives the leading term $\Delta^-/g\approx-4r\kappa'=4r\varepsilon_{2s}'/\kappa$, since $\kappa^2=-2\varepsilon_{2s}$. Constant and $\ln r$ terms are omitted; the latter comes from the Coulomb tail of $v_s$ that appears once $N$ differs from the nuclear charge. The leading term is positive and grows with $r$ if the level rises with $N$. The computed ratio is $2.5$ at $6$ bohr and $4.6$ at $8$ bohr. These radii are far from asymptotic. With $\varepsilon_{2s}'\approx0.27$ hartree per electron and $\kappa\approx0.64$ bohr$^{-1}$, the leading term alone gives about $10$ and $13$; the omitted logarithmic term, $-(4/\kappa)\ln r$, is of the same size there and of opposite sign ($-11$ and $-13$). The two nearly cancel, so the computed ratio at these radii comes mostly from the remainder, about $4$ here, which tends to a constant near $5$ at large $r$.

For the level slope of part (e), take $w=e^{-r^2/4}$ hartree, with $r$ in bohr. Separate self-consistent calculations with $\lambda=\pm0.001$ give $d\varepsilon_{2s}/d\lambda=0.160$ hartree, and $\int f^-w\,d\mathbf r$ gives the same. The frontier density alone gives $0.283$ hartree, too large by $77\%$ of the correct slope.

\section*{(g) Beryllium: adding charge}

\textit{Repeat the calculation for $f^+$. Is it positive everywhere?}

\textbf{Solution.} The added charge enters the three $2p$ orbitals equally, so $g$ is their spherical average. The response still involves $s$ orbitals alone, since $1s$ and $2s$ are the occupied orbitals at $N_0$. Radial values are:

\begin{center}
\begin{tabular}{rrrr}
$r$ (bohr) & $g$ (bohr$^{-1}$) & $\Delta^+$ (bohr$^{-1}$) & $f^+$ (bohr$^{-1}$)\\
\hline
0.2 & 0.002 & $-0.034$ & $-0.032$\\
1.0 & 0.127 & $-0.061$ & 0.066\\
2.0 & 0.275 & $-0.148$ & 0.127\\
3.0 & 0.251 & 0.010 & 0.261\\
4.0 & 0.166 & 0.082 & 0.249\\
6.0 & 0.048 & 0.036 & 0.084
\end{tabular}
\end{center}

Each entry is rounded separately, so a sum may differ in its last digit. The function is negative near the nucleus: there the $2p$ density is small, as $\phi_{2p}^2\propto r^2$, and cannot offset the charge that $2s$ loses as it expands. The negative part integrates to $-0.008$ electron per electron added. Adding charge to the atom thus lowers the density in this inner region, which a frontier density, being nonnegative, cannot describe.

Here $\int|\Delta^+|=0.456$, against $0.578$ in the one-shot estimate, again a reduction of about $21\%$. The mean-radius sum is
\begin{equation}
\int r f^+d\mathbf r=3.186+0.741=3.927\ \text{bohr}.
\end{equation}
For the same $w$ as before, the slope of the $2p$ level is $0.117$ hartree, both from the perturbed calculations and from $\int f^+w\,d\mathbf r$; the frontier density alone gives $0.226$ hartree.

These results concern an infinitesimal added charge, for which the $2p$ level is bound. They do not establish a bound anion with a whole extra electron.

\section*{(h) Derivative or integer difference?}

\textit{Compare $f^-$ with $\rho_4-\rho_3$, the difference between the densities of the neutral atom and the cation at the same nucleus. When should they agree?}

\textbf{Solution.} Integrating (\ref{eq:def}) over the electron number gives
\begin{equation}
\rho_4-\rho_3=\int_3^4\frac{\partial\rho}{\partial N}\,dN .
\end{equation}
This equals $f^-$ if the density is linear in $N$. That is the case for the exact zero-temperature ensemble, $\rho_N=(4-N)\rho_3+(N-3)\rho_4$, when the ground-state energy is convex in the integer electron number. LDA does not enforce this linearity. With the cation treated in the same spin-restricted way, the program finds
\begin{equation}
\int|\rho_4-\rho_3-f^-|\,d\mathbf r=0.290,\qquad
\int|\rho_4-\rho_3-g|\,d\mathbf r=0.225 .
\end{equation}
By this measure the integer difference lies closer to the bare frontier density than to the LDA derivative. Writing out the occupations shows why relaxation counts for less in it. With superscripts for the electron number,
\begin{align}
\rho_4-\rho_3&=2\left(\phi_{1s}^{(4)}\right)^2+2\left(\phi_{2s}^{(4)}\right)^2
-2\left(\phi_{1s}^{(3)}\right)^2-\left(\phi_{2s}^{(3)}\right)^2\nonumber\\
&=g+\left[\left(\phi_{2s}^{(4)}\right)^2-\left(\phi_{2s}^{(3)}\right)^2\right]
+2\left[\left(\phi_{1s}^{(4)}\right)^2-\left(\phi_{1s}^{(3)}\right)^2\right].
\end{align}
The change of the $2s$ density has weight 1 here, but weight 2 in $\Delta^-$. If the orbital densities varied linearly with $N$, and the small $1s$ part is neglected, the second integral would be $0.505/2\approx0.253$. In the same linear case $\rho_4-\rho_3-f^-=-(\phi_{2s}^2)'$, so the first integral would also be $0.253$: the weights alone place the integer difference midway between $g$ and $f^-$. The computed $0.225$ and $0.290$ show that the orbital densities do not vary quite linearly, and the asymmetry comes from this nonlinearity. The comparison does not tell which of the two LDA functions is nearer to the exact $f^-$.

\section*{Numerical check}

The solution of (\ref{eq:linear}) was tested against definition (\ref{eq:def}). Let $\rho_0,\rho_1,\rho_2$ be self-consistent densities at $N_0$, $N_0+s$ and $N_0+2s$, with $s=-0.002$ for $f^-$ and $s=+0.002$ for $f^+$. Taylor expansion gives
\begin{equation}
-3\rho_0+4\rho_1-\rho_2=(4-2)s\rho'+(2-2)s^2\rho''+O(s^3)=2s\rho'+O(s^3),
\end{equation}
so division by $2s$ yields the one-sided derivative with an error of order $s^2$. The integrated absolute difference from $g+\Delta$ is about $1\times10^{-6}$ for $f^-$ and $4\times10^{-6}$ for $f^+$, relative to a total of one electron. A second basis changes the two functions by $0.001$ and $0.002$ in the same measure. The integrals of absolute values are uncertain in their last digit: near the basis-set limit $\int|\Delta^-|$ moves from $0.5056$ to $0.5054$ and $\int|\Delta^+|$ from $0.4564$ to $0.4568$, which leaves the reductions of about $21\%$ unchanged.

\section*{Calculated quantities}
\begin{verbatim}
Be atom, spin-restricted LDA; atomic units
total energy = -14.4471 hartree
eps 1s = -3.8564 hartree
eps 2s = -0.2057 hartree
eps 2p = -0.0771 hartree
finite-difference step in N = 0.002 electrons
probe potential w = exp(-r^2/4) hartree, r in bohr
probe scaled by +/- 0.001
--- f- (frontier 2s) ---
integrals: frontier 1.000000, relaxation 1.9e-15 (abs)
integral |relaxation| = 0.5056
same, one-shot (no self-consistency) = 0.6436
integral |1s part|, |2s part| = 0.0038, 0.5054
integral r*(frontier, relax, f) = 2.6196, 0.8120, 3.4316 bohr
relaxation changes sign at r = 0.547, 0.647, 2.892 bohr
integral of negative part of f = 0.00000
level slope: SCF 0.15961, int f w 0.15961, frontier only 0.28273
int |f - finite difference| = 9.5e-07; basis change 1.0e-03
r/bohr; 4 pi r^2 x (frontier, relax, f) in 1/bohr
 0.2   0.06505  -0.04609   0.01896
 0.5   0.00805  -0.00398   0.00407
 1.0   0.10891  -0.07012   0.03879
 2.0   0.39903  -0.16225   0.23678
 3.0   0.27710   0.01720   0.29431
 4.0   0.12422   0.09275   0.21697
 6.0   0.01511   0.03835   0.05346
 8.0   0.00139   0.00645   0.00784
--- f+ (frontier 2p) ---
integrals: frontier 1.000000, relaxation 1.4e-15 (abs)
integral |relaxation| = 0.4564
same, one-shot (no self-consistency) = 0.5781
integral |1s part|, |2s part| = 0.0010, 0.4564
integral r*(frontier, relax, f) = 3.1864, 0.7408, 3.9272 bohr
relaxation changes sign at r = 2.930 bohr
integral of negative part of f = -0.00783
level slope: SCF 0.11671, int f w 0.11671, frontier only 0.22608
int |f - finite difference| = 3.6e-06; basis change 2.2e-03
r/bohr; 4 pi r^2 x (frontier, relax, f) in 1/bohr
 0.2   0.00177  -0.03416  -0.03240
 0.5   0.02802  -0.00520   0.02282
 1.0   0.12729  -0.06112   0.06616
 2.0   0.27488  -0.14782   0.12707
 3.0   0.25059   0.00994   0.26053
 4.0   0.16619   0.08240   0.24859
 6.0   0.04802   0.03621   0.08423
 8.0   0.01090   0.00627   0.01717
--- 2s node and integer difference ---
2s node at r = 0.5989 bohr
4 pi r^2 f- at the node = 0.001451 1/bohr
int |rho(4)-rho(3) - f-| = 0.2903
int |rho(4)-rho(3) - frontier| = 0.2247
\end{verbatim}
